# Small-component symmetry of Dirac spinors and the tetrahedral exchange of doublets: test program

```python
"""
Result under test: if the large components of a Dirac level in a potential with
point group G carry the double-group irrep Gamma, the small components carry
Gamma x (pseudoscalar irrep), the pseudoscalar irrep being det(g).
In T_d this is A2, which exchanges the doublets Gamma6 and Gamma7.

Symbols (atomic units): c speed of light; R orthogonal matrix of an operation g;
u its SU(2) spin matrix, built from the proper matrix det(R) R;
U = u times the spatial operation f(r) -> f(R^-1 r).
Model: four attractive Gaussian wells at the vertices of a tetrahedron.
Basis: Cartesian oscillator functions, up to N quanta for the large component
and N+1 for the small one; the basis functions are not symmetry selected.
"""
import itertools
import numpy as np
import sympy as sp
from scipy.constants import fine_structure
from scipy.spatial.transform import Rotation

c = 1.0 / fine_structure
well_depth = 8000.0     # hartree, each well
well_width = 0.05       # bohr, exp(-distance^2 / width^2)
vertex = 0.03           # bohr, vertices at vertex*(1,1,1) and so on
osc_length = 0.023      # bohr
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)


def make_operation(perm, signs):
    """Signed permutation: axis j goes to signs[j] times axis perm[j]."""
    R = np.zeros((3, 3))
    for j in range(3):
        R[perm[j], j] = signs[j]
    det = int(round(np.linalg.det(R)))
    q = Rotation.from_matrix(det * R).as_quat()
    if q[3] < -1e-12:
        q = -q
    u = q[3] * np.eye(2) - 1j * np.einsum('i,iab->ab', q[:3], pauli)
    return dict(perm=perm, signs=signs, R=R, det=det, u=u)


cubic_group = [make_operation(p, s)
               for p in itertools.permutations(range(3))
               for s in itertools.product((1, -1), repeat=3)]
td_group = [g for g in cubic_group if np.prod(g['signs']) == 1]
assert len(td_group) == 24

# Spin matrices rotate the Pauli vector as an axial vector.
for g in cubic_group:
    for j in range(3):
        left = g['u'] @ pauli[j] @ g['u'].conj().T
        right = g['det'] * np.einsum('i,iab->ab', g['R'][:, j], pauli)
        assert np.allclose(left, right, atol=1e-12)

# Characters of T_d from concrete carriers.
det = np.array([g['det'] for g in td_group])
trace_R = np.array([np.trace(g['R']) for g in td_group])
fixed_axes = np.array([sum(g['perm'][j] == j for j in range(3))
                       for g in td_group])
trace_u = np.array([np.trace(g['u']).real for g in td_group])
spatial = {'A1': np.ones(24), 'A2': det, 'E': fixed_axes - 1,
           'T1': det * trace_R, 'T2': trace_R}
dimension = {'A1': 1, 'A2': 1, 'E': 2, 'T1': 3, 'T2': 3}
double = {'Gamma6': trace_u, 'Gamma7': det * trace_u,
          'Gamma8': spatial['E'] * trace_u}
for table in (spatial, double):
    chars = np.array(list(table.values()))
    assert np.allclose(chars @ chars.T / 24, np.eye(len(chars)), atol=1e-12)

# Spatial irreps which, multiplied by spin one half, contain each double irrep.
allowed = {D: [s for s in spatial
               if np.mean(spatial[s] * trace_u * double[D]) > 0.5]
           for D in double}
partner = {'Gamma6': 'Gamma7', 'Gamma7': 'Gamma6', 'Gamma8': 'Gamma8'}


def quanta_list(nmax):
    return np.array([(i, j, n - i - j) for n in range(nmax + 1)
                     for i in range(n + 1) for j in range(n - i + 1)])


def well_matrix_1d(size, centre):
    """Oscillator matrix elements of a one-dimensional Gaussian."""
    t, w = np.polynomial.hermite.hermgauss(80)
    h = np.zeros((size, len(t)))
    h[0] = np.pi ** -0.25
    h[1] = np.sqrt(2.0) * t * h[0]
    for n in range(1, size - 1):
        h[n + 1] = (np.sqrt(2 / (n + 1)) * t * h[n]
                    - np.sqrt(n / (n + 1)) * h[n - 1])
    gauss = np.exp(-((osc_length * t - centre) / well_width) ** 2)
    return (h * (w * gauss)) @ h.T


def solve(nmax):
    """Diagonalize the Dirac matrix; return everything the tests need."""
    q = quanta_list(nmax + 1)
    nS, nL = len(q), len(quanta_list(nmax))
    size = nmax + 2
    g1 = {s: well_matrix_1d(size, s * vertex) for s in (1, -1)}
    V = np.zeros((nS, nS))
    for corner in ((1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)):
        term = np.ones((nS, nS))
        for a in range(3):
            term = term * g1[corner[a]][np.ix_(q[:, a], q[:, a])]
        V -= well_depth * term
    p1 = np.zeros((size, size), dtype=complex)
    for n in range(size - 1):
        p1[n + 1, n] = 1j * np.sqrt((n + 1) / 2) / osc_length
        p1[n, n + 1] = -p1[n + 1, n]
    sigma_p = np.zeros((2 * nS, 2 * nL), dtype=complex)
    for a in range(3):
        pa = p1[np.ix_(q[:, a], q[:nL, a])]
        for b in range(3):
            if b != a:
                pa = pa * (q[:, b][:, None] == q[:nL, b][None, :])
        sigma_p += np.kron(pauli[a], pa)
    H = np.block([[np.kron(np.eye(2), V[:nL, :nL]), c * sigma_p.conj().T],
                  [c * sigma_p,
                   np.kron(np.eye(2), V - 2 * c**2 * np.eye(nS))]])
    energy, vectors = np.linalg.eigh(H)
    assert energy[2 * nS - 1] < -c**2 < energy[2 * nS]
    return q, nL, nS, V, sigma_p, energy[2 * nS:], vectors[:, 2 * nS:]


def group_levels(energy, count):
    levels, start = [], 0
    while len(levels) < count:
        stop = start + 1
        while energy[stop] - energy[start] < 1e-5:
            stop += 1
        levels.append((start, stop))
        start = stop
    return levels


n_small_run, n_main = 7, 9
n_levels = 6
energy_coarse = solve(n_small_run)[5]
q, nL, nS, V, sigma_p, energy, vectors = solve(n_main)
position = {tuple(row): i for i, row in enumerate(q)}


def act_space(g, C):
    """Spatial operation on coefficients C[spin, function, column]."""
    n = C.shape[1]
    target = np.empty(n, dtype=int)
    sign = np.empty(n)
    for i in range(n):
        new = [0, 0, 0]
        for j in range(3):
            new[g['perm'][j]] = int(q[i, j])
        target[i] = position[tuple(new)]
        sign[i] = np.prod([g['signs'][j] ** int(q[i, j]) for j in range(3)])
    out = np.empty_like(C)
    out[:, target, :] = sign[None, :, None] * C
    return out


def act(g, C):
    return np.einsum('ab,bnk->ank', g['u'], act_space(g, C))


# sigma.p is a pseudoscalar: all 48 cubic operations, inversion included.
rng = np.random.default_rng(1)
trial = rng.normal(size=(2, nL, 2)) + 1j * rng.normal(size=(2, nL, 2))
image = (sigma_p @ trial.reshape(2 * nL, 2)).reshape(2, nS, 2)
pseudo_error = 0.0
for g in cubic_group:
    left = act(g, image)
    right = (sigma_p @ act(g, trial).reshape(2 * nL, 2)).reshape(2, nS, 2)
    pseudo_error = max(pseudo_error, np.linalg.norm(left - g['det'] * right)
                       / np.linalg.norm(image))
assert pseudo_error < 1e-12

# The potential has T_d symmetry but no inversion centre.
probe = rng.normal(size=(2, nS, 1)) + 0j


def potential_defect(g):
    a = act_space(g, np.einsum('mn,bnk->bmk', V, probe))
    b = np.einsum('mn,bnk->bmk', V, act_space(g, probe))
    return np.linalg.norm(a - b) / np.linalg.norm(a)


inversion = make_operation((0, 1, 2), (-1, -1, -1))
assert max(potential_defect(g) for g in td_group) < 1e-11
assert potential_defect(inversion) > 1e-3


def representation(C):
    """Matrices D(g) defined by U C = C D, read off from eigenvectors."""
    flat = C.reshape(-1, C.shape[2])
    matrices = []
    for g in td_group:
        moved = act(g, C).reshape(flat.shape)
        D = np.linalg.lstsq(flat, moved, rcond=None)[0]
        assert (np.linalg.norm(moved - flat @ D)
                < 1e-7 * np.linalg.norm(flat))
        matrices.append(D)
    return np.array(matrices)


def identify(D):
    chars = np.einsum('gii->g', D)
    mult = {name: np.mean(double[name] * chars) for name in double}
    name = max(mult, key=lambda k: mult[k].real)
    for k in mult:
        assert abs(mult[k] - (k == name)) < 1e-6
    return name


def spatial_weights(C):
    overlaps = np.array([np.vdot(C, act_space(g, C)).real for g in td_group])
    norm = np.vdot(C, C).real
    return {s: dimension[s] * np.mean(spatial[s] * overlaps) / norm
            for s in spatial}


s4 = next(i for i in range(24) if det[i] == -1 and round(trace_R[i]) == -1)
time_spin = np.array([[0, -1], [1, 0]])
results, matrix_error, kramers_error = [], 0.0, 0.0
for start, stop in group_levels(energy, n_levels):
    block = vectors[:, start:stop]
    deg = stop - start
    large = block[:2 * nL].reshape(2, nL, deg)
    small = block[2 * nL:].reshape(2, nS, deg)
    DL, DS = representation(large), representation(small)
    matrix_error = max(matrix_error,
                       np.abs(DS - det[:, None, None] * DL).max())
    name_L, name_S = identify(DL), identify(DS)
    assert name_S == partner[name_L]
    weights_L, weights_S = spatial_weights(large), spatial_weights(small)
    for s in spatial:
        if s not in allowed[name_L]:
            assert abs(weights_L[s]) < 1e-10
        if s not in allowed[name_S]:
            assert abs(weights_S[s]) < 1e-10
    # Time reversal, the same on both halves, must stay inside the level.
    reversed_block = np.concatenate(
        [np.einsum('ab,bnk->ank', time_spin, half.conj()).reshape(-1, deg)
         for half in (large, small)])
    rest = reversed_block - block @ (block.conj().T @ reversed_block)
    kramers_error = max(kramers_error, np.linalg.norm(rest))
    results.append(dict(E=energy[start], Ec=energy_coarse[start], deg=deg,
                        L=name_L, S=name_S, wL=weights_L, wS=weights_S,
                        small=np.vdot(small, small).real / deg,
                        xL=np.trace(DL[s4]).real, xS=np.trace(DS[s4]).real))
assert matrix_error < 1e-6 and kramers_error < 1e-7
assert {r['L'] for r in results} == set(double)
assert all(r['E'] < 0 for r in results)

# Central-field illustration with f a function of s = x^2 + y^2 + z^2.
x, y, z, s, a, k = sp.symbols('x y z s a k', real=True)
xyz = (x, y, z)
sig = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]),
       sp.Matrix([[1, 0], [0, -1]])]
f_s = (1 + k * s) * sp.exp(-a * s)
r2 = x**2 + y**2 + z**2
f, df = f_s.subs(s, r2), sp.diff(f_s, s).subs(s, r2)
sig_r = sum((sig[i] * xyz[i] for i in range(3)), sp.zeros(2, 2))


def apply_sigma_p(M):
    return sum((-sp.I * sig[i] * M.diff(xyz[i]) for i in range(3)),
               sp.zeros(2, 2))


gap1 = apply_sigma_p(f * sp.eye(2)) + 2 * sp.I * df * sig_r
gap2 = apply_sigma_p(f * sig_r) + sp.I * (3 * f + 2 * r2 * df) * sp.eye(2)
for gap in (gap1, gap2):
    assert all(sp.simplify(entry) == 0 for entry in gap)

print(f"speed of light c = {c:.6f} a.u.; 2mc^2 = {2*c**2:.2f} hartree")
print(f"depth of each well = {well_depth:.0f} hartree")
print(f"well width = {well_width} bohr; vertex coordinate = {vertex} bohr")
print(f"oscillator length = {osc_length} bohr")
print(f"max quanta: large {n_main}, small {n_main+1}; "
      f"coarse run: {n_small_run}, {n_small_run+1}")
print(f"spatial functions: large {nL}, small {nS}")
for D in double:
    print(f"{D}: S4 character {double[D][s4]:+.6f}; allowed spatial irreps "
          + ", ".join(allowed[D]))
print("Levels, lowest first (irreps under the same Pauli operations):")
for i, r in enumerate(results, 1):
    print(f"level {i}: E = {r['E']:.3f} hartree, degeneracy {r['deg']}, "
          f"large {r['L']}, small {r['S']}")
    print(f"   coarse-basis E = {r['Ec']:.3f} hartree; "
          f"small-component weight = {r['small']:.5f}")
    print(f"   S4 character: large {r['xL']:+.6f}, small {r['xS']:+.6f}")
print("Spatial-irrep weights, each component normalized to 1:")
for D in double:
    i = next(i for i, r in enumerate(results) if r['L'] == D)
    for half, key in (('large', 'wL'), ('small', 'wS')):
        text = ", ".join(f"{n} {abs(w):.3e}" if abs(w) > 1e-12
                         else f"{n} <1e-12"
                         for n, w in results[i][key].items())
        print(f"level {i+1} ({D}) {half}: {text}")
print(f"largest error of U(sigma.p) = det(g)(sigma.p)U: {pseudo_error:.1e}")
print(f"largest error of D_small = det(g) D_large: {matrix_error:.1e}")
print(f"largest time-reversal leakage out of a level: {kramers_error:.1e}")
print(f"relative change of V under inversion: "
      f"{potential_defect(inversion):.3f}")
print("success")
```

Running it gives:

```
speed of light c = 137.035999 a.u.; 2mc^2 = 37557.73 hartree
depth of each well = 8000 hartree
well width = 0.05 bohr; vertex coordinate = 0.03 bohr
oscillator length = 0.023 bohr
max quanta: large 9, small 10; coarse run: 7, 8
spatial functions: large 220, small 286
Gamma6: S4 character +1.414214; allowed spatial irreps A1, T1
Gamma7: S4 character -1.414214; allowed spatial irreps A2, T2
Gamma8: S4 character +0.000000; allowed spatial irreps E, T1, T2
Levels, lowest first (irreps under the same Pauli operations):
level 1: E = -8497.259 hartree, degeneracy 2, large Gamma6, small Gamma7
   coarse-basis E = -8497.220 hartree; small-component weight = 0.03136
   S4 character: large +1.414214, small -1.414214
level 2: E = -7119.018 hartree, degeneracy 2, large Gamma7, small Gamma6
   coarse-basis E = -7118.487 hartree; small-component weight = 0.04541
   S4 character: large -1.414214, small +1.414214
level 3: E = -7042.640 hartree, degeneracy 4, large Gamma8, small Gamma8
   coarse-basis E = -7042.059 hartree; small-component weight = 0.04912
   S4 character: large +0.000000, small -0.000000
level 4: E = -5846.568 hartree, degeneracy 2, large Gamma6, small Gamma7
   coarse-basis E = -5842.937 hartree; small-component weight = 0.06074
   S4 character: large +1.414214, small -1.414214
level 5: E = -5695.907 hartree, degeneracy 4, large Gamma8, small Gamma8
   coarse-basis E = -5692.912 hartree; small-component weight = 0.06091
   S4 character: large -0.000000, small -0.000000
level 6: E = -5625.879 hartree, degeneracy 2, large Gamma7, small Gamma6
   coarse-basis E = -5622.687 hartree; small-component weight = 0.06483
   S4 character: large -1.414214, small +1.414214
Spatial-irrep weights, each component normalized to 1:
level 1 (Gamma6) large: A1 1.000e+00, A2 <1e-12, E <1e-12, T1 1.834e-05, T2 <1e-12
level 1 (Gamma6) small: A1 <1e-12, A2 4.253e-11, E <1e-12, T1 <1e-12, T2 1.000e+00
level 2 (Gamma7) large: A1 <1e-12, A2 1.912e-10, E <1e-12, T1 <1e-12, T2 1.000e+00
level 2 (Gamma7) small: A1 9.044e-01, A2 <1e-12, E <1e-12, T1 9.560e-02, T2 <1e-12
level 3 (Gamma8) large: A1 <1e-12, A2 <1e-12, E 1.026e-05, T1 7.602e-06, T2 1.000e+00
level 3 (Gamma8) small: A1 <1e-12, A2 <1e-12, E 4.235e-01, T1 2.507e-02, T2 5.514e-01
largest error of U(sigma.p) = det(g)(sigma.p)U: 1.6e-16
largest error of D_small = det(g) D_large: 2.8e-15
largest time-reversal leakage out of a level: 1.7e-13
relative change of V under inversion: 0.247
success
```
